**Newton iteration and bias continuation for a nonlinear crossbar**

The program solves \(Lx+B^Tf(Bx)=\lambda b\), where \(x\) contains the node voltages, \(L\) describes wires and drivers, \(B\) gives the cell voltages, \(b\) contains the sources and \(\lambda\) is the bias fraction. Each cell carries \(f(V)=A\sinh(V/V_0)\). On random states of a small array, the program asserts the Jacobian, the monotonicity of the equations and the contraction bounds for successive Newton steps. It also compares solutions with a one-cell closed form, with pseudo-transient integration of a 4 × 4 array, and with cumulative current sums in the 32 × 32 array. For a forced current of 100 µA, the direct start overflows after a first jump of 4688.6 V, while continuation reaches full bias in 16 or 17 accepted stages. An equivalent voltage source gives the same low-resistance state by plain Newton iteration in 7 linear solves. The computed read window is 287.2 mV, against an ideal 345.4 mV. The program asserts that suppressing conduction in the unselected cells restores the ideal window to within 0.1 mV.

## Check in Python

```python
"""
Result under test: the node equations of a crossbar with wire resistance,
    F(x; lam) = L x + B^T f(B x) - lam b = 0,   f(V) = A sinh(V/V0),
have one solution, reached by sparse Newton iteration with bias continuation.
x: node voltages (word-line nodes, then bit-line nodes); L: wire and driver
Laplacian; B: cell incidence matrix; b: sources; lam: bias fraction.
With rho = (largest cell-voltage step)/V0, successive Newton steps d obey
    |d_next|_Jnext <= exp(rho/2) (exp(rho)-1-rho)/rho |d|_J.
tau = max_c sqrt(R_c) |d|_J / V0, with R_c the linearized resistance across
cell c, certifies convergence when exp(tau)(exp(tau)-1-tau)/tau < 1.
All quantities are in SI units.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


class Crossbar:
    def __init__(self, A, V0, r_wire, r_driver, v_half, row, col,
                 i_force=None, v_force=None):
        M, N = A.shape
        self.shape, self.V0, self.A = (M, N), V0, A.ravel()
        n = 2 * M * N
        u = np.arange(M * N).reshape(M, N)
        v = u + M * N
        a = np.concatenate([u[:, :-1].ravel(), v[:-1].ravel()])
        c = np.concatenate([u[:, 1:].ravel(), v[1:].ravel()])
        g = np.full(a.size, 1 / r_wire)
        g_word = np.full(M, 1 / r_driver)
        g_bit = np.full(N, 1 / r_driver)
        v_word, v_bit = np.full(M, v_half), np.full(N, v_half)
        v_bit[col] = 0.0
        if i_force is not None:
            g_word[row] = 0.0
        else:
            v_word[row] = v_force
        rows = np.concatenate([a, c, a, c, u[:, 0], v[-1]])
        cols = np.concatenate([a, c, c, a, u[:, 0], v[-1]])
        vals = np.concatenate([g, g, -g, -g, g_word, g_bit])
        self.L = sp.coo_matrix((vals, (rows, cols)), shape=(n, n)).tocsr()
        k = np.arange(M * N)
        one = np.ones(M * N)
        self.B = sp.coo_matrix(
            (np.concatenate([one, -one]),
             (np.concatenate([k, k]), np.concatenate([u.ravel(), v.ravel()]))),
            shape=(M * N, n)).tocsr()
        self.b = np.zeros(n)
        self.b[u[:, 0]] = g_word * v_word
        self.b[v[-1]] = g_bit * v_bit
        if i_force is not None:
            self.b[u[row, 0]] = i_force

    def residual(self, x, lam):
        current = self.A * np.sinh((self.B @ x) / self.V0)
        return self.L @ x + self.B.T @ current - lam * self.b

    def jacobian(self, x):
        g = self.A / self.V0 * np.cosh((self.B @ x) / self.V0)
        return (self.L + self.B.T @ sp.diags(g) @ self.B).tocsc()


def factor(J):
    return splu(J, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                options=dict(SymmetricMode=True))


def newton(net, x, lam, tol, cap=np.inf, maxit=12):
    """Return state, number of linear solves, and 'ok' or cause of failure."""
    x = x.copy()
    for k in range(maxit):
        if np.max(np.abs(net.B @ x)) / net.V0 > 700:
            return x, k, "overflow"
        d = factor(net.jacobian(x)).solve(-net.residual(x, lam))
        rho = np.max(np.abs(net.B @ d)) / net.V0
        if not np.isfinite(rho) or rho > cap:
            return x, k + 1, "large step"
        x += d
        if rho < tol:
            return x, k + 1, "ok"
    return x, maxit, "slow"


def continuation(net):
    x, lam, step = np.zeros(net.b.size), 0.0, 1.0
    log = dict(accepted=0, rejected=0, solves=0, first=None, min_rejected=np.inf)
    while lam < 1.0:
        target = min(1.0, lam + step)
        tol = 1e-10 if target == 1.0 else 1e-4
        trial, solves, status = newton(net, x, target, tol, cap=2.0)
        log["solves"] += solves
        if status == "ok":
            if log["first"] is None:
                log["first"] = target
            x, lam = trial, target
            log["accepted"] += 1
            step *= 2
        else:
            log["rejected"] += 1
            log["min_rejected"] = min(log["min_rejected"], target - lam)
            step = (target - lam) / 2
            assert step > 1e-10, "continuation stalled"
    return x, log


def cell_resistances(net, lu):
    Bt = net.B.T.toarray()
    return np.sum(Bt * lu.solve(Bt), axis=0)


def path_constant(net, x):
    lu = factor(net.jacobian(x))
    R = cell_resistances(net, lu)
    return np.sqrt(R.max() * (net.b @ lu.solve(net.b))) / net.V0


def energy_norm(J, d):
    return np.sqrt(d @ (J @ d))


def q_bound(r):
    return np.exp(r / 2) * (np.expm1(r) - r) / r


def p_bound(r):
    return np.exp(r) * (np.expm1(r) - r) / r


V0, A_low, A_high = 0.15, 1e-10, 1e-11
r_wire, r_driver, v_half, i_read = 10.0, 500.0, 1.1, 1e-4
size = 32
rng = np.random.default_rng(4)

# Jacobian, monotonicity and contraction on random states of a small array
A_small = np.where(rng.random((4, 5)) < 0.5, A_low, A_high)
small = Crossbar(A_small, V0, r_wire, r_driver, v_half, 0, 4, i_force=i_read)
J_zero = small.jacobian(np.zeros(40))
worst_q = worst_p = 0.0
for trial in range(200):
    x = 0.05 * rng.standard_normal(40)
    x[:5] += rng.uniform(1.0, 2.0)
    d = 1e-4 * rng.standard_normal(40)
    d[:5] += rng.choice([-1.0, 1.0])
    d *= rng.uniform(0.05, 1.0) * V0 / np.max(np.abs(small.B @ d))
    J = small.jacobian(x)
    derivative = small.residual(x + 1e-30j * d, 1.0).imag / 1e-30
    assert np.allclose(derivative, J @ d, rtol=1e-9, atol=1e-15)
    change = small.residual(x + d, 1.0) - small.residual(x, 1.0)
    assert d @ change >= d @ (J_zero @ d) * (1 - 1e-9)
    # choose the source so that d is exactly the Newton step at x
    source = small.residual(x, 0.0) + J @ d
    x_next = x + d
    J_next = small.jacobian(x_next)
    lu, lu_next = factor(J), factor(J_next)
    d_next = lu_next.solve(source - small.residual(x_next, 0.0))
    rho = np.max(np.abs(small.B @ d)) / V0
    e0, e1 = energy_norm(J, d), energy_norm(J_next, d_next)
    tau0 = np.sqrt(cell_resistances(small, lu).max()) * e0 / V0
    tau1 = np.sqrt(cell_resistances(small, lu_next).max()) * e1 / V0
    assert rho <= tau0 * (1 + 1e-6)
    worst_q = max(worst_q, e1 / (q_bound(rho) * e0))
    worst_p = max(worst_p, tau1 / (p_bound(rho) * tau0))
assert worst_q <= 1 + 1e-6 and worst_p <= 1 + 1e-6
tau_limit = brentq(lambda t: p_bound(t) - 1, 0.1, 2)
assert p_bound(0.5) < 0.5

# One current-driven cell has a closed-form terminal voltage
single = Crossbar(np.array([[A_low]]), V0, r_wire, r_driver, v_half, 0, 0,
                  i_force=i_read)
x_single, _ = continuation(single)
assert abs(x_single[0] - V0 * np.arcsinh(i_read / A_low)
           - r_driver * i_read) < 1e-10

# Pseudo-transient relaxation of cell voltages: a separate solution method
relax = Crossbar(np.full((4, 4), A_low), V0, 500.0, 2000.0, v_half, 0, 3,
                 v_force=2.4)
L_inv = np.linalg.inv(relax.L.toarray())
B_dense = relax.B.toarray()
open_voltage = B_dense @ L_inv @ relax.b
Z = B_dense @ L_inv @ B_dense.T
flow = solve_ivp(lambda t, V: open_voltage - V - Z @ (A_low * np.sinh(V / V0)),
                 (0, 60), np.zeros(16), method="Radau", rtol=1e-8, atol=1e-11)
x_relax, _ = continuation(relax)
relax_error = np.max(np.abs(flow.y[:, -1] - relax.B @ x_relax))
assert flow.success and relax_error < 1e-6

# Creeping return of Newton after an overshoot in a current-driven cell
s_creep, z, creep_count = 300.0, 0.0, 0
while abs(z - np.arcsinh(s_creep)) > 1e-10:
    z += (s_creep - np.sinh(z)) / np.cosh(z)
    creep_count += 1
    assert creep_count < 1000
creep_estimate = s_creep - np.arcsinh(s_creep)
assert abs(creep_count - creep_estimate) < 8


def read_cell(A_selected, A_other):
    A = np.full((size, size), A_other)
    A[0, -1] = A_selected
    net = Crossbar(A, V0, r_wire, r_driver, v_half, 0, size - 1, i_force=i_read)
    x, log = continuation(net)
    u, v = x.reshape(2, size, size)
    I = A * np.sinh((u - v) / V0)
    # Each wire segment must carry the sum of the cell currents it serves
    downstream = np.cumsum(I[:, ::-1], axis=1)[:, ::-1]
    assert np.allclose((u[:, :-1] - u[:, 1:]) / r_wire, downstream[:, 1:],
                       rtol=0, atol=1e-12)
    assert np.allclose((v[:-1] - v[1:]) / r_wire, np.cumsum(I, axis=0)[:-1],
                       rtol=0, atol=1e-12)
    assert abs(I[0].sum() - i_read) < 1e-12
    out = dict(terminal=u[0, 0], word=u[0, 0] - u[0, -1], cell=u[0, -1] - v[0, -1],
               bit=v[0, -1], current=I[0, -1], word_leak=I[0, :-1].sum(),
               bit_leak=I[1:, -1].sum())
    return net, x, log, out


net, x_low, log_low, low = read_cell(A_low, A_low)
net_high, x_high, log_high, high = read_cell(A_high, A_low)

# Failure of a direct start, and the guaranteed continuation step
zero = np.zeros(net.b.size)
first_step = factor(net.jacobian(zero)).solve(net.b)
first_jump = np.max(np.abs(net.B @ first_step))
_, _, direct_status = newton(net, zero, 1.0, 1e-10, maxit=60)
assert first_jump / V0 > 710 and direct_status == "overflow"
K = path_constant(net, zero)
K_end = path_constant(net, x_low)
assert K_end <= K and log_low["min_rejected"] > 1 / (2 * K)


def final_tau(network, x):
    J = network.jacobian(x)
    lu = factor(J)
    d = lu.solve(-network.residual(x, 1.0))
    return np.sqrt(cell_resistances(network, lu).max()) * energy_norm(J, d) / V0


tau_low, tau_high = final_tau(net, x_low), final_tau(net_high, x_high)
assert max(tau_low, tau_high) < 1e-6

# Equivalent voltage drive: same state, found by plain Newton from zero
v_source = low["terminal"] + r_driver * i_read
volt = Crossbar(np.full((size, size), A_low), V0, r_wire, r_driver, v_half,
                0, size - 1, v_force=v_source)
volt_first = factor(volt.jacobian(zero)).solve(volt.b)
volt_jump = np.max(np.abs(volt.B @ volt_first))
assert volt_jump <= v_source * (1 + 1e-9)
x_volt, volt_solves, volt_status = newton(volt, zero, 1.0, 1e-10, maxit=60)
volt_error = np.max(np.abs(x_volt - x_low))
assert volt_status == "ok" and volt_error < 1e-8

# Suppressing conduction of the other cells must restore the ideal window
_, _, _, low_clean = read_cell(A_low, 1e-4 * A_low)
_, _, _, high_clean = read_cell(A_high, 1e-4 * A_low)
window = high["terminal"] - low["terminal"]
window_clean = high_clean["terminal"] - low_clean["terminal"]
window_ideal = V0 * np.log(A_low / A_high)
assert abs(window_clean - window_ideal) < 1e-4
assert window < window_ideal - 1e-3

print(f"array: {size} x {size} cells, {net.b.size} node voltages")
print(f"V0 = {V0:.3f} V; A low-res = {A_low:.1e} A; A high-res = {A_high:.1e} A")
print(f"wire segment = {r_wire:.1f} ohm; driver = {r_driver:.1f} ohm")
print(f"unselected lines = {v_half:.2f} V; forced current = {i_read*1e6:.1f} uA")
print(f"largest energy-step ratio to its bound = {worst_q:.4f}")
print(f"largest tau ratio to its bound = {worst_p:.4f}")
print(f"tau convergence limit = {tau_limit:.4f}; p(0.5) = {p_bound(0.5):.4f}")
print(f"pseudo-transient difference, 4 x 4 array = {relax_error:.1e} V")
print(f"one-cell creep, I/A = {s_creep:.0f}: {creep_count} iterations")
print(f"one-cell creep estimate s - asinh(s) = {creep_estimate:.1f}")
print(f"direct start, current drive: {direct_status}")
print(f"its first cell-voltage jump = {first_jump:.1f} V = {first_jump/V0:.0f} V0")
print(f"path constant K at zero bias = {K:.4e}; at full bias = {K_end:.4e}")
print(f"guaranteed bias-fraction step 1/(2K) = {1/(2*K):.3e}")
for name, log, tau in (("low-res", log_low, tau_low),
                       ("high-res", log_high, tau_high)):
    print(f"{name} continuation: accepted {log['accepted']}, "
          f"rejected {log['rejected']}, linear solves {log['solves']}")
    print(f"{name} first accepted bias fraction = {log['first']:.3e}")
    print(f"{name} smallest rejected step = {log['min_rejected']:.3e}")
    print(f"{name} final tau = {tau:.1e}")
print(f"equivalent source voltage = {v_source:.5f} V")
print(f"plain Newton, voltage drive: {volt_solves} linear solves")
print(f"its first largest cell voltage = {volt_jump:.5f} V")
print(f"voltage/current drive state difference = {volt_error:.1e} V")
for name, out in (("low-res", low), ("high-res", high)):
    print(f"{name} terminal voltage = {out['terminal']:.5f} V")
    print(f"{name} word-line drop = {out['word']*1e3:.3f} mV")
    print(f"{name} selected-cell voltage = {out['cell']:.5f} V")
    print(f"{name} bit-line and driver drop = {out['bit']*1e3:.3f} mV")
    print(f"{name} selected-cell current = {out['current']*1e6:.3f} uA")
    print(f"{name} word-line leakage = {out['word_leak']*1e6:.3f} uA")
    print(f"{name} bit-line leakage = {out['bit_leak']*1e6:.3f} uA")
print(f"read window = {window*1e3:.3f} mV")
print(f"ideal window V0 ln(A_low/A_high) = {window_ideal*1e3:.3f} mV")
print(f"window with other cells suppressed = {window_clean*1e3:.3f} mV")
print("OK")
```

Running it gives:

```
array: 32 x 32 cells, 2048 node voltages
V0 = 0.150 V; A low-res = 1.0e-10 A; A high-res = 1.0e-11 A
wire segment = 10.0 ohm; driver = 500.0 ohm
unselected lines = 1.10 V; forced current = 100.0 uA
largest energy-step ratio to its bound = 0.9518
largest tau ratio to its bound = 0.9514
tau convergence limit = 0.7370; p(0.5) = 0.4904
pseudo-transient difference, 4 x 4 array = 4.9e-15 V
one-cell creep, I/A = 300: 299 iterations
one-cell creep estimate s - asinh(s) = 293.6
direct start, current drive: overflow
its first cell-voltage jump = 4688.6 V = 31257 V0
path constant K at zero bias = 3.5911e+04; at full bias = 1.4904e+02
guaranteed bias-fraction step 1/(2K) = 1.392e-05
low-res continuation: accepted 16, rejected 16, linear solves 95
low-res first accepted bias fraction = 6.104e-05
low-res smallest rejected step = 1.221e-04
low-res final tau = 8.1e-13
high-res continuation: accepted 17, rejected 17, linear solves 100
high-res first accepted bias fraction = 6.104e-05
high-res smallest rejected step = 1.221e-04
high-res final tau = 7.8e-13
equivalent source voltage = 2.33011 V
plain Newton, voltage drive: 7 linear solves
its first largest cell voltage = 2.33008 V
voltage/current drive state difference = 1.1e-14 V
low-res terminal voltage = 2.28011 V
low-res word-line drop = 30.394 mV
low-res selected-cell voltage = 2.17069 V
low-res bit-line and driver drop = 79.030 mV
low-res selected-cell current = 96.330 uA
low-res word-line leakage = 3.670 uA
low-res bit-line leakage = 1.555 uA
high-res terminal voltage = 2.56730 V
high-res word-line drop = 26.886 mV
high-res selected-cell voltage = 2.47855 V
high-res bit-line and driver drop = 61.859 mV
high-res selected-cell current = 75.010 uA
high-res word-line leakage = 24.990 uA
high-res bit-line leakage = 1.704 uA
read window = 287.186 mV
ideal window V0 ln(A_low/A_high) = 345.388 mV
window with other cells suppressed = 345.379 mV
OK
```
